Why a polar skyrmion has a finite barrier to uniform polarization

A straight line through the space of polarization fields has one coordinate, a pure number a. Let a = 1 be a skyrmion and a = 0 the uniform state. If the Landau energy is of fourth order and the gradient and electrostatic energies are quadratic, the energy along the line is a quartic polynomial in a, whose coefficients are energies. A stationary uniform state removes the linear term, and a stationary skyrmion ties the other three coefficients together. Two energies remain, C2 and C4, so by dimensions the barrier on this line must have the form

ΔF = C4 g(C2/C4).

If both coefficients are finite, so is the barrier.

**The belief and its appeal**

The contrary belief runs as follows. A skyrmion carries an integer winding number, the uniform state carries zero, and an integer cannot change continuously; therefore an infinite barrier separates them. The premise about the integer is sound. With n = P/|P|, define

Q = (1/4π) ∫ n·(∂x n × ∂y n) dx dy.

Vary n smoothly, keeping it fixed far away. Since n has unit length, δn, ∂x n and ∂y n all lie in the plane perpendicular to n, and any triple product of these three vanishes. The variation of the integrand therefore reduces to a divergence:

δ[n·(∂x n × ∂y n)] = ∂x[n·(δn × ∂y n)] + ∂y[n·(∂x n × δn)].

The two terms containing ∂x∂y n cancel because the cross product is antisymmetric. The divergence integrates to a boundary term, which is zero. Hence Q is constant, but the proof needs n at every point, and n does not exist where P = 0. Polarization is a vector of variable length, so nothing forbids such a point.

Take a round Bloch texture, uniform through the layer, with p = P/P0 = p_φ(r) e_φ + p_z(r) ẑ. Writing n = sin θ e_φ + cos θ ẑ gives

∂r n × (1/r)∂φ n = (θ′ sin θ/r) n,
Q = ½ ∫ θ′ sin θ dr = ½[cos θ(0) − cos θ(∞)].

With the core down and the surroundings up, Q = −1. At the axis p_φ = 0 by continuity. On any continuous round path to the uniform state p_z(0) must pass from negative to positive, and where it vanishes the whole vector vanishes. The question is what this costs.

**The energy**

In atomic units, for a layer of thickness h, take the energy density

w = (G/2)|∇p|² + f0(p² − 1)² + κp_φ² − e p_z, e = P0E.

Here E is the field that the applied voltage alone would produce in the layer. Elastic energy is not treated separately.

The Bloch texture has no volume charge, because p_φ does not depend on φ and p_z does not depend on z. It has face charges ±P0p_z. Let each face be separated by a spacer of thickness d and permittivity ε_d from a plane of fixed potential; in a short-circuited superlattice whose identical layers all carry the same texture, aligned one above the other, symmetry makes the middle of each spacer such a plane, and the energies below are per layer. For a charge wave σ_k the potential is

A sinh(kz)/sinh(kh/2) in the layer,
A sinh[k(h/2 + d − z)]/sinh(kd) in the upper spacer.

The jump of the displacement at the face fixes A:

kA[ε_d coth(kd) + ε_b coth(kh/2)] = 4πσ_k,

where ε_b is the background permittivity of the layer. The two faces together store ½(σA + σA) = σA per area, so a wave of p_z costs u(k)|p_z,k|² with

u(k) = 4πP0²/{k[ε_d coth(kd) + ε_b coth(kh/2)]}.

The part u(0)p_z² = u(0)p² − u(0)p_φ² is local and is counted in the f0 and κ terms, which thus describe the uniformly polarized, short-circuited stack. What remains is −[u(0) − u(k)]|p_z,k|². It is not positive, because k coth(kd) grows with k.

**The straight path**

Let v = p_∞ẑ − p_sk be the difference between the two end states, assumed localized, and set

p_a = p_∞ẑ − a v.

With D = p_∞² − 1,

p_a² − 1 = D − 2a p_∞v_z + a²v².

Squaring and subtracting the uniform value D² gives

−4aDp_∞v_z + a²(4p_∞²v_z² + 2Dv²) − 4a³p_∞v_z v² + a⁴v⁴.

The bias adds a e v_z. The uniform state is stationary when 4f0Dp_∞ = e, so the linear terms cancel. The energy above the uniform state is then

F(a) = C2a² − C3a³ + C4a⁴,

C2 = h∫[(G/2)|∇v|² + κv_φ² + f0(4p_∞²v_z² + 2Dv²)]d²r − ∫[u(0) − u(k)]|v_z,k|² d²k/(2π)²,
C3 = 4f0hp_∞ ∫ v_z v² d²r,
C4 = f0h ∫ v⁴ d²r.

Every integral converges for a smooth localized v; the electrostatic one lies between zero and u(0)∫v_z² d²r. This already refutes the infinite barrier.

Its height follows from stationarity at a = 1. The derivative has roots 0, 1 and a third one, a*:

F′(a) = a(2C2 − 3C3a + 4C4a²) = 4C4 a(a − 1)(a − a*).

Comparing coefficients gives a* = C2/(2C4) and C3 = (4/3)C4(1 + a*). Therefore

F(a) = C4[2a*a² − (4/3)(1 + a*)a³ + a⁴],
F(1) = C4(2a* − 1)/3,
F(a*) = C4 a*³(2 − a*)/3.

Subtracting,

ΔF = (C4/3)(1 − 2a* + 2a*³ − a*⁴) = (C4/3)(1 − a*)³(1 + a*).

For 0 < a* < 1 this is less than C4/3. If a* ≤ 0, the uniform state is not a minimum along the line; if a* ≥ 1, the skyrmion is not. A sixth-order Landau energy gives a sixth-order polynomial in a, which is still finite but has a different maximum.

**Why the zero is harmless**

Near the zero on the straight path, p ≈ c r e_φ. The direction e_φ is singular, with |∇n|² = 1/r², and a vector of fixed length would pay a logarithmically divergent gradient energy there. But

|∇(c r e_φ)|² = c² + c² = 2c²,

so the actual gradient density is Gc². The shrinking magnitude removes the divergence, and the Landau term at the zero is just f0.

Making the magnitude very stiff does not restore an infinite barrier in the continuum model. Shrink the texture by replacing v(r) with v(r/λ), and then reduce a. The gradient energy is a²A, independent of λ, because |∇v|² scales as λ⁻² and area as λ². The local terms scale as λ², and the electrostatic term is bounded by λ²a²u(0)∫v_z² d²r. For λ → 0 the energy tends to a²A, which falls steadily as a goes to zero. If the starting texture has |p| = 1 and p_∞ = 1, the f0 term is absent while it shrinks. The barrier then stays bounded however large f0 is, provided that λ is first made small enough.

Fixed length itself shows the same thing. For tan(θ/2) = R/r,

θ′² + sin²θ/r² = 8R²/(r² + R²)²,
(G/2) ∫ 2πr · 8R²/(r² + R²)² dr = 4πG

per unit thickness, for every R. As R → 0 the gradient energy stays finite while the direction field loses its continuity. "No continuous path at fixed length" is a true statement; "infinite energy" is a different one, and it does not follow.

**A number**

Take h = 8 nm, d = 4 nm, P0 = 60 µC/cm², G = 0.30 eV/nm, f0 = 0.60 eV/nm³, κ = 0.30 eV/nm³, ε_b = 10 and ε_d = 300. When the bias is raised in steps of 0.02 MV/cm, the skyrmion survives at 0.50 MV/cm and has collapsed at 0.52 MV/cm. At 0.42 MV/cm it is stationary with radius R = 3.05 nm, measured where p_z = 0, and lies F_sk = 20.5 eV above the uniform state. It is stable against small round distortions within the Bloch form. One elliptical trial, a 10 % stretch, raises its energy by 1.2 eV, which supports stability against such distortions without proving it.

The core has p_z = −1.11, larger in magnitude than p_∞ = 1.03. The f0 term alone would favour −1, κ does not act at the axis, and the bias pulls the core upward. The gradient force there is very small, because the profile is nearly flat around the axis. What pushes the core beyond −1 is the electrostatic term: a reversed core feels less depolarizing field than the uniform stack does.

With C4 = 2276 eV, the expression for F(1) gives

a* = ½(1 + 3 × 20.5/2276) = 0.5135,
ΔF = 758.7 eV × (0.4865)³ × 1.5135 ≈ 132 eV.

A direct search for the maximum along the line also gives 132 eV. C4 and F_sk above are values on a radial grid of 0.05 nm; converged they are about 2273 eV and 20.56 eV, and the barrier stays at 132 eV. The core vanishes at a = 1.0313/(1.0313 + 1.1096) = 0.482, just past the maximum. The winding number is −1 when a is 0.1 above this value and 0 when it is 0.1 below.

This path is wasteful, because it depolarizes the whole core region at once. A cheaper one moves the profile inward by δ:

p_z(r) → p_z(r + δ), p_φ(r) → p_φ(r + δ) r/(r + δ).

Its barrier is 8.5 eV, reached at δ = 1.70 nm, when the p_z = 0 circle still has radius 1.35 nm. The polarization vanishes at the axis later, at δ = R, where the energy is already about 16 eV below the start. On this path the climb comes from shrinking the texture, and the change of Q happens on the way down. Radial grids of 0.075 and 0.05 nm give 8.51 and 8.47 eV; with second-order errors this extrapolates to about 8.4 eV. That maximum lies before the zero, so the zero needs its own check: at δ = R and small r, p_z ≈ p_z′(R) r and p_φ ≈ p_φ(R) r/R, and the gradient density (G/2)[p_z′(R)² + 2p_φ(R)²/R²] is finite.

At 300 K, 8.5 eV is about 330 kT. For a single layer between planes of fixed potential it is an upper bound on the lowest barrier only among Bloch textures that are uniform through the layer. The round saddle of that form lies at 7.6 eV, at R = 1.3 nm with the core still reversed; non-round routes were not searched. Once the walls may tilt (see below), the starting texture itself relaxes and 8.5 eV is no longer a proven bound. It neither guarantees a long life nor supplies a decay rate. In a superlattice of N layers this path collapses all the textures together and costs N times as much; the collapse of one layer alone was not computed. Routes that begin with a point zero at one face may cost less; that is a conjecture here, since textures varying through the thickness were not computed.

**Beside a real superlattice**

The parameters are round values in the rough regime of PbTiO3/SrTiO3 superlattices, where polar skyrmions several nanometres across are known. One insecure assumption is the linear spacer. In the uniform state its field is about 2.3 MV/cm, high enough that the permittivity of SrTiO3 should fall well below its low-field value and that breakdown becomes a concern. Lowering ε_d by only 10 %, with f0, κ and the bias held fixed, enlarges R to 3.8 nm and raises the shrinking-path barrier to 29 eV. Near the faces, real walls also tilt towards the Néel form. A linear estimate of the energy gained by this tilt, which leaves out the tilt's own gradient energy, is 24 eV. The estimate also uses the stiffness κ everywhere, although the wall is softer. With p_z and p_φ held fixed, κ applied to the radial component as well, and the tilt's gradient and Landau energies included, the net gain is about 17 eV at the start but only about 2 eV at δ = 1.7 nm. The tilt therefore raises the climb on the shrinking path about threefold and cannot be neglected beside the barrier. Thermal fluctuations matter locally as well: f0 times the volume of a 0.4 nm cube is 0.038 eV, against kT = 0.026 eV. The wall width √(G/2f0) = 0.5 nm is about one lattice spacing, so the region around the zero of P lies at the edge of the continuum description. The 8.5 eV is therefore not a prediction for a device. The finiteness of the barrier does not depend on these values: it needs an energy that stays finite when P passes through zero. The numerical output gives the remaining figures.

Computed values

```
gradient stiffness G = 0.30 eV/nm
well depth f0 = 0.60 eV/nm^3
in-plane anisotropy kappa = 0.30 eV/nm^3
layer thickness h = 8.0 nm
half-spacer thickness d = 4.0 nm
film background permittivity = 10
spacer permittivity = 300
P0 = 60 uC/cm^2
u(0) = 3.274 eV/nm^2
last scanned field with skyrmion = 0.50 MV/cm
first scanned field without it = 0.52 MV/cm
working field = 0.42 MV/cm
uniform p_inf = 1.0313
skyrmion core p_z(0) = -1.1096
skyrmion radius R (p_z = 0) = 3.05 nm
largest azimuthal p_phi = 0.491
skyrmion energy above uniform F_sk = 20.50 eV
same energy, plane Fourier method = 20.56 eV
softest round-mode curvature = 0.0215 eV/nm^3
quartic integral C4 = 2276.0 eV
bound C4/3 = 758.7 eV
a_star = 0.5135
straight barrier, closed formula = 132.21 eV
straight barrier, numerical = 132.21 eV
a where |P| = 0 at the core = 0.4817
energy above start at that point = 131.06 eV
winding number at start = -1.0000
winding before zero, straight path = -1.0000
winding after zero, straight path = 0.0000
shrinking-path barrier = 8.47 eV
shift at its maximum = 1.70 nm
energy above start at shift R = -15.82 eV
winding before zero, shrinking path = -1.0000
winding after zero, shrinking path = 0.0000
coarser grid: straight barrier = 132.49 eV
coarser grid: shrinking barrier = 8.51 eV
fixed-length energy, R=0.5 nm, times h = 30.16 eV
fixed-length energy, R=3.0 nm, times h = 30.16 eV
temperature = 300 K
thermal energy kT = 0.0259 eV
shrinking barrier / kT = 328
f0 times one 0.4 nm cube = 0.0384 eV
spacer field, uniform state = 2.25 MV/cm
Neel tilt energy, linear estimate = 24.1 eV
energy change, 10% elliptic stretch = 1.21 eV
spacer permittivity -10%: R = 3.77 nm
spacer permittivity -10%: straight = 230.91 eV
spacer permittivity -10%: shrinking = 29.01 eV
```
